\section*{Meandering threshold of an isolated one-sided step with desorption}

\section{The problem}

A straight atomic step separates an upper terrace from a lower one. Atoms arrive from the vapour at a rate $F$ per unit area, diffuse with coefficient $D$, and desorb after a mean time $\tau$. The step takes up adatoms from the lower terrace only. Its capillary length is $\Gamma=0.5$ nm and the desorption diffusion length is $x_s=\sqrt{D\tau}=100$ nm. Above what relative supersaturation does a small ripple of the step grow, so that the step begins to meander? Show that the answer is one percent.

The step advances towards $+z$ and lies at $z=\zeta(x,t)$; the lower terrace is $z>\zeta$. Let $c$ be the adatom density and $c_{\rm eq}$ its equilibrium value at a straight step. The capillary length is $\Gamma=\Omega\tilde\gamma/kT$, with $\Omega$ the area per site and $\tilde\gamma$ the step stiffness. The curvature $\kappa$ is positive where the crystal bulges forward. The model assumes the following.
\begin{itemize}
\item Adatoms are dilute, and diffusion and stiffness are isotropic.
\item The adatom field adjusts at once to the step shape (quasi-static approximation).
\item The lower side of the step is in local equilibrium, $c=c_{\rm eq}(1+\Gamma\kappa)$ to first order in $\Gamma\kappa$.
\item There are no other steps within several $x_s$, no islands, and no diffusion along the step.
\end{itemize}
The upper terrace then plays no part, since none of its atoms reach the step.

\section{Equations in scaled form}

On the lower terrace $D\nabla^2c-c/\tau+F=0$. Put $c=c_{\rm eq}(1+w)$, multiply by $\tau/c_{\rm eq}$, and measure lengths in units of $x_s$, so that $D\tau\nabla^2$ becomes $\nabla^2$:
\begin{equation}
\nabla^2 w-w+\sigma=0,\qquad \sigma=\frac{F\tau}{c_{\rm eq}}-1 .
\label{eq:field}
\end{equation}
Far from the step $w\to\sigma$, so $\sigma$ is the relative supersaturation. At the step
\begin{equation}
w=g\kappa,\qquad g=\frac{\Gamma}{x_s},\qquad \kappa=-\frac{\zeta_{xx}}{(1+\zeta_x^2)^{3/2}} .
\label{eq:gt}
\end{equation}
The normal speed of the step is $\Omega D\,\mathbf n\cdot\nabla c$ with $\mathbf n=(-\zeta_x,1)/\sqrt{1+\zeta_x^2}$. The speed along $z$ is larger by the factor $\sqrt{1+\zeta_x^2}$, which cancels the root in $\mathbf n$. In scaled lengths the prefactor is $\Omega c_{\rm eq}D/x_s^2=\theta_{\rm eq}/\tau$, where $\theta_{\rm eq}=\Omega c_{\rm eq}$ is the equilibrium coverage. Hence
\begin{equation}
\zeta_t=\frac{\theta_{\rm eq}}{\tau}\,(w_z-\zeta_xw_x)\quad\text{at } z=\zeta .
\label{eq:front}
\end{equation}
For a straight step at $z=0$, where $w=0$,
\begin{equation}
w_0=\sigma(1-e^{-z}),\qquad w_0'(0)=\sigma,\qquad w_0''(0)=-\sigma ,
\label{eq:base}
\end{equation}
and the speed in ordinary units is $V=\theta_{\rm eq}\sigma x_s/\tau$.

\section{A tempting solution that is wrong}

Take a ripple $\zeta=\varepsilon(t)\cos qx$ about the moving straight step and write $w=w_0+w_1$. The correction obeys $\nabla^2w_1-w_1=0$ and decays away from the step, so
\begin{equation}
w_1=A\,\zeta\,e^{-sz},\qquad s=\sqrt{1+q^2}.
\label{eq:w1}
\end{equation}
To first order $\kappa=-\zeta_{xx}=q^2\zeta$. The boundary condition at $z=\zeta$ becomes
\begin{equation}
w_0'(0)\,\zeta+A\zeta=gq^2\zeta
\quad\Rightarrow\quad A=gq^2-\sigma .
\label{eq:A}
\end{equation}
The straight part $w_0$ drives the uniform motion and $w_1$ drives the ripple, so the ripple should grow at the rate given by the gradient of $w_1$ at the step, $-sA$:
\begin{equation}
\frac{\omega\tau}{\theta_{\rm eq}}\overset{?}{=}s(\sigma-gq^2).
\label{eq:wrong}
\end{equation}
This is positive for all $q^2<\sigma/g$. The step would meander at any positive supersaturation, and one percent would have no special meaning.

\section{Where the fault lies}

Set $q=0$ in \eqref{eq:wrong}. The ripple is then a uniform shift of the whole step, and the formula says that the shift grows at the scaled rate $\sigma$. But an isolated step on a uniform terrace has no preferred position: a step moved forward by a small distance carries the same diffusion field with it and advances at the same speed. The rate at $q=0$ must vanish.

Equation \eqref{eq:A} is sound, because there $w_0$ was evaluated at the displaced step. The fault is that the gradient of $w_0$ was not. That gradient is $\sigma e^{-z}$, which falls with distance from the original line. A forward bulge reaches into a region where the straight-step field is flatter, and this loss is of the same order as the gain that was kept.

\section{The right solution}

To first order in $\zeta$ the product $\zeta_xw_x$ drops out of \eqref{eq:front}, because $w_0$ does not depend on $x$ and both factors are therefore of first order. The remaining gradient at the displaced step is
\begin{equation}
w_z\big|_{z=\zeta}=w_0'(0)+w_0''(0)\,\zeta-sA\zeta
=\sigma+\left[-\sigma+s(\sigma-gq^2)\right]\zeta .
\end{equation}
The first $\sigma$ is the uniform motion. The bracket gives the growth rate:
\begin{equation}
\frac{\omega\tau}{\theta_{\rm eq}}=-\sigma+s(\sigma-gq^2)=(s-1)\sigma-g\,s\,q^2 .
\end{equation}
Since $q^2=s^2-1=(s-1)(s+1)$, a common factor comes out:
\begin{equation}
\boxed{\;\frac{\omega\tau}{\theta_{\rm eq}}=(s-1)\left[\sigma-g\,s(s+1)\right]\;}
\label{eq:disp}
\end{equation}
At $q=0$ we have $s=1$ and the rate vanishes, as it must.

For every $q>0$ the factor $s-1$ is positive and $s(s+1)>2$. If $\sigma\le 2g$, the bracket is negative for every $q>0$ and all ripples decay; this includes $\sigma<0$, an evaporating step. If $\sigma>2g$, the bracket is positive for small enough $q$, because $s(s+1)\to2$ as $q\to0$. A small disturbance of general shape is a sum of such waves, which evolve independently in linear theory. The step is therefore unstable if and only if
\begin{equation}
\sigma>\sigma_c=\frac{2\Gamma}{x_s}=\frac{2\times0.5\ \text{nm}}{100\ \text{nm}}=0.01 ,
\label{eq:thr}
\end{equation}
which is one percent.

The factor 2 can be read from long waves, where $s-1\approx q^2/2$. Per unit height of a bulge, the supply part of $w_1$ raises the gradient by $s\sigma\approx\sigma+\sigma q^2/2$. The term $\sigma$ would be there for a uniform shift too, and the flatter straight-step field takes it back. What is left, $\sigma q^2/2$, comes from the sideways variation of the ripple. Capillarity costs $gq^2$. Both terms scale as $q^2$, so their ratio, not the wavelength, decides stability, and a finite threshold results.

The expansion can be tested by solving \eqref{eq:field} numerically on the curved terrace, with the full curvature in \eqref{eq:gt} and a ripple of small but finite height. For $g=0.005$ and $q=0.1$ the computed scaled rate is $-2.87\times10^{-6}$ at $\sigma=0.95\,\sigma_c$ and $+2.12\times10^{-6}$ at $\sigma=1.05\,\sigma_c$. The faulty formula \eqref{eq:wrong} would give about $+0.01$ in both cases.

\section{Which waves grow}

The unstable band ends where the bracket in \eqref{eq:disp} vanishes, $s^2+s-\sigma/g=0$. The positive root is
\begin{equation}
s_{\rm edge}=\frac{-1+\sqrt{1+4\sigma/g}}{2}.
\end{equation}
For the fastest wave, write the rate as $\sigma(s-1)-g(s^3-s)$. Because $s$ rises steadily with $q$, we may maximize over $s$:
\begin{equation}
\sigma-g(3s^2-1)=0\quad\Rightarrow\quad
s_m^2=\frac{1+\sigma/g}{3},\qquad q_m^2=s_m^2-1=\frac{\sigma/g-2}{3}.
\label{eq:fast}
\end{equation}
The second derivative, $-6gs$, is negative, so this is a maximum.

\textit{Just above threshold.} Let $\sigma=2g(1+\eta)$ with $0<\eta\ll1$. Then $q_m^2=2\eta/3$, so $s_m-1\approx\eta/3$. With $s(s+1)\approx2+\tfrac32q^2$ the bracket is $g(2\eta-\eta)=g\eta$, and the largest scaled rate is $g\eta^2/3$. The wavelength grows as $\eta^{-1/2}$ and the growth time as $\eta^{-2}$. A finite sample or a short deposition may therefore show no meander although the threshold has been passed.

\textit{Far above threshold.} For $\sigma\gg g$, $q_m^2\approx\sigma/3g$, and in ordinary units
\begin{equation}
\lambda_m\approx2\pi\sqrt{\frac{3\,\Gamma x_s}{\sigma}} .
\end{equation}
The wavelength is then much shorter than $2\pi x_s$. Exchange with the vapour within one wavelength then hardly affects the choice of $\lambda_m$, and $x_s$ enters through the gradient $\sigma/x_s$ at the straight step. The exchange still slows the growth: in the scaled rate the loss $-\sigma$ is a fraction $1/s$ of the gain $s\sigma$, which falls only slowly as $\sigma/g$ rises.

\section{A worked case}

Take $T=950$ K ($kT=0.0819$ eV), site spacing $a=0.4$ nm, $\Omega=0.16$ nm$^2$, $\tau=0.1$ s and $\theta_{\rm eq}=0.02$. Then $D=x_s^2/\tau=10^5$ nm$^2$/s, and $\Gamma=0.5$ nm implies a stiffness $\Gamma kT/\Omega=0.256$ eV/nm. The flux in monolayers per second is $\theta_{\rm eq}(1+\sigma)/\tau$: 0.200 at equilibrium and 0.202 at threshold. To resolve the threshold, the flux must be controlled to better than one percent. The temperature must be steady too, because the equilibrium flux depends on it exponentially: for a sublimation energy of 2.6 eV, a drift of 0.3 K changes that flux by about one percent.

At $\sigma=0.05$ the flux is 0.210 monolayer/s and the step speed is $V=0.02\times0.05\times100/0.1=1.0$ nm/s. With $\sigma/g=10$,
\begin{align}
s_{\rm edge}&=\tfrac12(-1+\sqrt{41})=2.70, & q_{\rm edge}&=2.51,\\
s_m&=\sqrt{11/3}=1.915, & q_m&=\sqrt{8/3}=1.633 .
\end{align}
Waves longer than $2\pi\times100/2.51\approx250$ nm grow, and the fastest has $\lambda_m=2\pi\times100/1.633\approx385$ nm. Its scaled rate is
\begin{equation}
0.915\,(0.05-0.005\times1.915\times2.915)=0.0202 .
\end{equation}
Multiplication by $\theta_{\rm eq}/\tau=0.2$ s$^{-1}$ gives $\omega=4.0\times10^{-3}$ s$^{-1}$. The ripple grows by a factor $e$ in about 250 s, while the step advances about 250 nm.

\section{When the step is not quite one-sided}

Let attachment on one side be slow, with kinetic length $d=\delta x_s$: the flux into the step satisfies $\delta\,\mathbf n\cdot\nabla w=w-g\kappa$. Begin with the lower side. The straight-step field is $w_0=\sigma-Be^{-z}$, and $\delta B=\sigma-B$ gives $B=\sigma/(1+\delta)$. At first order
\begin{equation}
\delta(-B-sA)=B+A-gq^2
\;\Rightarrow\;
A=\frac{gq^2-(1+\delta)B}{1+\delta s}=\frac{gq^2-\sigma}{1+\delta s}.
\end{equation}
The contribution to the scaled rate is $-B-sA$, or
\begin{equation}
\sigma\left[\frac{s}{1+\delta s}-\frac{1}{1+\delta}\right]-\frac{gq^2s}{1+\delta s}
=\frac{\sigma(s-1)}{(1+\delta s)(1+\delta)}-\frac{gq^2s}{1+\delta s}.
\label{eq:side}
\end{equation}
For the upper terrace, reflect $z\to-z$. A forward bulge of the step is a retreat as seen from that terrace, so the $\sigma$ term changes sign. The curvature of the crystal edge is unchanged, so the capillary term keeps its sign. Add the two sides, with $\delta_+$ for the lower and $\delta_-$ for the upper, and let $p_\pm=1/(1+\delta_\pm)$. For small $q$,
\begin{equation}
\frac{\omega\tau}{\theta_{\rm eq}}\approx q^2\left[\frac{\sigma}{2}(p_+^2-p_-^2)-g(p_++p_-)\right]
=\frac{q^2}{2}(p_++p_-)\left[\sigma(p_+-p_-)-2g\right].
\end{equation}
Long waves grow, for $p_+>p_-$, when
\begin{equation}
\sigma>\frac{2g}{p_+-p_-}.
\label{eq:two}
\end{equation}
The one-sided result returns for $p_+=1$, $p_-=0$. For equal sides this quasi-static threshold runs to infinity: the two $\sigma$ terms cancel and capillarity alone remains. Step motion breaks the cancellation. With both sides in local equilibrium the step moves at $v\approx2\theta_{\rm eq}\sigma$ in units of $x_s/\tau$, the fields in front and behind decay with constants $1\pm v/2$, and the two $\sigma$ terms leave $\sigma vq^2/2=\theta_{\rm eq}\sigma^2q^2$ against $2gq^2$. The threshold is then finite, $\sigma\approx\sqrt{2g/\theta_{\rm eq}}$, or about 0.7 for the worked case.

With $\delta_+=0$ and $\delta_-=\delta$, \eqref{eq:two} reads $\sigma_c=2g(1+\delta)/\delta$. Shorter waves do not lower it. Setting the full rate to zero and using $1+\delta s-p_-=\delta(s+p_-)$ gives the neutral supersaturation
\begin{equation}
\sigma_{\rm n}(s)=\frac{g}{\delta}\,\frac{s}{s+p_-}\,(s+1)(2+\delta s),
\end{equation}
in which every factor containing $s$ increases with $s$. Its lower limit is at $s\to1$.

An extra barrier $E$ for hopping down over the edge slows that hop by $e^{-E/kT}$. To estimate $d_-$ at a straight step, let the last terrace site lie a distance $a$ from the step, and let $c'$ be the density gradient pointing away from the step. The flux into the step is then $Dc'=(D/a)\,e^{-E/kT}[c(a)-c_{\rm eq}]$, with $c(a)\approx c(0)+ac'$. Solving for $c(0)-c_{\rm eq}=d_-c'$ gives $d_-=a(e^{E/kT}-1)$, which vanishes for $E=0$. For $E=0.2$ eV at 950 K, $d_-=4.2$ nm and $\delta=0.042$, so
\begin{equation}
\sigma_c=0.01\times\frac{1.042}{0.042}\approx0.25 .
\end{equation}
With islands still left out, the quasi-static threshold has moved from 1 to 25 percent. At this supersaturation the scaled step speed, about 0.01, is no longer negligible beside $\delta$, and keeping step motion lowers the value to 22--23 percent. At $\sigma=0.05$ the wave that grew fastest before now decays, at $8.8\times10^{-3}$ s$^{-1}$. What counts is $d_-$ compared with $x_s$, not $E$ compared with $kT$. To keep the threshold within 10 percent of $2g$ we need $(1+\delta)/\delta\le1.1$, or $\delta\ge10$. This means $d_-\ge1000$ nm and $E\ge kT\ln(1+1000/0.4)=0.64$ eV.

\section{Other neglected effects}

The corrections estimated below are small for the worked case.
\begin{itemize}
\item \textit{Slow attachment below.} If $d_+=a$ and the upper side stays closed, \eqref{eq:two} gives $\sigma_c=2g(1+\delta_+)=0.01004$.
\item \textit{Step motion and adatom memory.} With both kept, the threshold of the one-sided step falls by 0.02 percent of its value and the rate at $q_m$ rises by 2.2 percent. Most of the rise is the factor $1/(1-\theta_{\rm eq})=1.02$: the step advances over ground that already holds some adatoms.
\item \textit{Neighbouring steps.} For equal one-sided steps 300 nm apart that ripple in phase, the computed threshold is 0.01005. Closer steps raise it: for in-phase ripples at spacing $\ell$ it is $2g/\tanh(\ell/x_s)$, which is 0.034 at 30 nm and 0.10 at 10 nm. Other phase relations were not examined.
\item \textit{Edge diffusion.} Atoms moving along the step, with line density $n_e$ and mobility $D$, follow the gradient of $\Gamma\kappa$ and add the damping $\Omega n_eD\Gamma k^4$, where $k=q/x_s$. For $n_e=0.1/a$ this is $1.4\times10^{-4}$ s$^{-1}$ at $q_m$, or 3.5 percent of the growth rate. Varying as $k^4$, it cannot outweigh the $k^2$ growth of the longest waves, so the threshold stays put.
\item \textit{Islands.} An island of radius $r$ costs $[2\pi r\Gamma-\pi r^2\ln(1+\sigma)]/\Omega$ in units of $kT$, if line tension equals stiffness. The maximum, at $r=\Gamma/\ln(1+\sigma)=10$ nm, is $\pi\Gamma^2/[\Omega\ln(1+\sigma)]\approx100$. Nucleation on the terrace is negligible at $\sigma=0.05$. At the 25 percent threshold found for a 0.2 eV barrier, the same formula gives only about 22, so islands may form on a wide terrace before the step meanders.
\end{itemize}

\section{Limits of the result}

The parameters are round values chosen for illustration, not those of a particular surface. At fixed $x_s$, site area and temperature, doubling the stiffness doubles the threshold. The assumption most in doubt is one-sidedness. A barrier of 0.2 eV is a rough guess at the scale, not an established value. It puts the quasi-static threshold at 25 percent (22--23 percent with step motion kept). A lower barrier would put it higher still, up to about 70 percent for no barrier once step motion is included. One percent is thus the threshold of an ideal one-sided step, not a prediction for a particular material. For the given $\Gamma$ and $x_s$, it applies to an isolated step whose upper kinetic length far exceeds the desorption diffusion length and whose lower kinetic length is far below it. The numerical output lists the main values used here.

\section*{Computed values}
\begin{verbatim}
capillary length Gamma = 0.50 nm
desorption diffusion length x_s = 100 nm
ratio g = Gamma/x_s = 0.0050
threshold sigma_c = 0.0100 = 1.00 percent
threshold from solved field, q=0.05: 0.01002
solved rate at 0.95 sigma_c, q=0.1: -2.868e-06 theta_eq/tau
solved rate at 1.05 sigma_c, q=0.1: 2.120e-06 theta_eq/tau
largest dispersion error: 2.5e-07 theta_eq/tau
temperature = 950 K, kT = 0.0819 eV
site spacing = 0.40 nm, site area = 0.160 nm^2
implied step stiffness = 0.256 eV/nm
adatom lifetime = 0.10 s, D = 1.00e+05 nm^2/s
equilibrium coverage = 0.020
flux at equilibrium = 0.2000 monolayer/s
flux at threshold = 0.2020 monolayer/s
example supersaturation sigma = 0.050
example flux = 0.2100 monolayer/s
step speed = 1.000 nm/s
band edge: s = 2.7016, q = 2.5097
band edge q from solved field = 2.5097
shortest unstable wavelength = 250.4 nm
fastest wave: s = 1.9149, q = 1.6330
fastest q from solved field = 1.6330
fastest wavelength = 384.8 nm
its scaled rate = 0.02021 theta_eq/tau
its growth rate = 4.042e-03 1/s
its e-folding time = 247.4 s
step advance per e-folding = 247.4 nm
step-edge barrier tried = 0.20 eV
its upper kinetic length = 4.20 nm
threshold with that barrier = 0.2479
rate at fastest q with that barrier = -8.809e-03 1/s
kinetic length for 10 percent shift = 1000 nm
barrier for 10 percent shift = 0.641 eV
threshold, lower kinetic length 0.4 nm = 0.01004
threshold with step motion = 0.0099980
rate change, motion and memory = 2.21 percent
threshold, in-phase steps 300 nm apart = 0.01005
edge-site occupation assumed = 0.10
edge-diffusion damping at fastest q = 1.42e-04 1/s
edge damping / growth rate = 3.5 percent
critical island radius = 10.25 nm
island nucleation barrier = 100.6 kT
\end{verbatim}
